\section*{T and Y distortions of trigonal low-spin trimethylgold}

If three-coordinate trimethylgold is given the shape that ligand repulsion alone suggests, a plane with three equal C–Au–C angles, the low-spin molecule is placed far from its minimum. In the Hartree–Fock calculation described below, the trigonal singlet lies about 2.5 eV above a T-shaped structure with the same bond lengths. The cause is a degenerate orbital pair that holds two electrons where four would fill it. A short explanation, that a half-filled pair must undergo a Jahn–Teller distortion, is right about the orbitals but incomplete about the electronic states. It leaves out the exchange energy that opposes the distortion, and it does not say why the T and Y shapes play different roles.

Take the threefold axis as $z$. Counting each methyl group as an anion leaves gold(III) with the formal configuration $5d^8$. In the $D_{3h}$ symmetry of the AuC$_3$ skeleton the $d$ orbitals divide into $a_1'$ ($z^2$), $e''$ ($xz,yz$) and $e'$ ($x^2-y^2,xy$). The three ligand $\sigma$ orbitals span $a_1'+e'$. The $e''$ pair therefore has no $\sigma$ interaction, while the $e'$ pair, whose lobes lie in the plane, is pushed up most.

The angular-overlap model makes this quantitative. A ligand in direction $i$ raises the $d$ orbital pointing at it by $e_\sigma>0$, so that
\begin{equation}
H=e_\sigma\sum_{i=1}^{3}v_iv_i^{T}.
\end{equation}
For a ligand in the plane at azimuth $\phi$, the components of the unit vector $v$ on $z^2$, $x^2-y^2$ and $xy$ are
\begin{equation}
v=\left(-\tfrac12,\ \tfrac{\sqrt3}{2}\cos2\phi,\ \tfrac{\sqrt3}{2}\sin2\phi\right).
\end{equation}
Put ligand 1 at $\phi=0$ and ligands 2 and 3 at $\pi\mp\beta/2$, so that $\beta$ is the angle between the last two. Write $a$ for the $x^2-y^2$ member of the pair and $b$ for the $xy$ member. Since $\cos^2 2\phi-\sin^2 2\phi=\cos4\phi$,
\begin{equation}
H_{aa}-H_{bb}=\tfrac34e_\sigma\sum_i\cos4\phi_i
=\tfrac34e_\sigma(1+2\cos2\beta).
\end{equation}
The element $H_{ab}$ vanishes because the contributions of ligands 2 and 3 cancel. The sum $H_{aa}+H_{bb}=\tfrac94e_\sigma$ does not depend on $\beta$. The coupling of $z^2$ to $a$ is $-\tfrac{\sqrt3}{4}e_\sigma(1+2\cos\beta)$, which is zero at $\beta=120^\circ$. There $H_{aa}=H_{bb}=\tfrac98e_\sigma$, the $z^2$ level is at $\tfrac34e_\sigma$, and the $e''$ pair is at zero. Eight electrons in low-spin order give
\begin{equation}
(e'')^4(a_1')^2(e')^2 ,
\end{equation}
with the upper pair half filled.

The derivative of the splitting is $-3e_\sigma\sin2\beta$, or $+\tfrac{3\sqrt3}{2}e_\sigma$ per radian at $120^\circ$. As the sum is fixed, the two levels move with slopes $\pm\tfrac{3\sqrt3}{4}e_\sigma$. Opening the angle raises $a$ and lowers $b$; closing it does the reverse. Two electrons placed together in the lower orbital leave $a$ empty on the way to a T ($\beta=180^\circ$) and $b$ empty on the way to a Y ($\beta$ near $90^\circ$).

This orbital picture does not yet include the repulsion between the two electrons. Let $J=(aa|aa)=(bb|bb)$, $J_{ab}=(aa|bb)$ and $K=(ab|ab)$. Under the threefold rotation, the densities $a^2-b^2$ and $2ab$ transform as partners of one degenerate pair, so their self-repulsions are equal:
\begin{equation}
2J-2J_{ab}=4K,\qquad\text{hence}\qquad J_{ab}=J-2K .
\end{equation}
The spatial functions of the three singlets and of the triplet are
\begin{align}
A&=\frac{aa+bb}{\sqrt2}, & E_x&=\frac{aa-bb}{\sqrt2},\\
E_y&=\frac{ab+ba}{\sqrt2}, & T_0&=\frac{ab-ba}{\sqrt2}.
\end{align}
The repulsion connects $aa$ to $bb$ with element $K$, and $ab$ to $ba$ also with $K$. Measured from the common one-electron energy, the levels are therefore
\begin{align}
E(^1A_1')&=J+K,\\
E(^1E')&=J-K=J_{ab}+K\quad\text{(twice)},\\
E(^3A_2')&=J_{ab}-K=J-3K .
\end{align}
At the trigonal geometry the triplet is lowest, and the lowest singlet lies $2K$ above it. Low spin has to be earned by distortion.

Now bend the molecule by $Q=\beta-120^\circ$, in radians. To first order the orbital energies shift by $+FQ$ for $a$ and $-FQ$ for $b$. The configuration $aa$ shifts by $+2FQ$, $bb$ by $-2FQ$, and $ab$ not at all. The triplet thus feels no linear force. Acting on the singlets, the perturbation turns $A$ into $2FQ\,E_x$ and $E_x$ into $2FQ\,A$, and it annihilates $E_y$. The partner bend, which mixes $a$ with $b$, connects $A$ to $E_y$ in the same way. Neither bend has a matrix element inside $^1E'$. In this pair model the distortion is therefore a pseudo-Jahn–Teller effect, a mixing of $^1E'$ with $^1A_1'$. Symmetry does allow a linear splitting of $^1E'$, through changes in the repulsion integrals that the model leaves out; its size is given below.

With a harmonic stiffness $k$ for everything else, the states $A$ and $E_x$ have the matrix
\begin{equation}
J+\tfrac12kQ^2+\begin{pmatrix}K&2FQ\\2FQ&-K\end{pmatrix},
\end{equation}
and the lower root is
\begin{equation}
E_-(Q)=J+\tfrac12kQ^2-\sqrt{K^2+4F^2Q^2}.
\label{root}
\end{equation}
For $2F|Q|\ll K$ the square root is $K+2F^2Q^2/K$. The curvature at $Q=0$ is then $k-4F^2/K$, and the trigonal singlet is unstable when
\begin{equation}
kK<4F^2 .
\end{equation}
In this model a stiff frame or a large exchange integral would hold the singlet trigonal in spite of the half-filled pair. The linear splitting left out of the model would then still cause some distortion, small if that splitting is weak.

To find the gain for $k>0$, let $s=\sqrt{K^2+4F^2Q^2}$, so that $Q^2=(s^2-K^2)/(4F^2)$ and
\begin{equation}
E_--J=\frac{k(s^2-K^2)}{8F^2}-s .
\end{equation}
Setting the derivative with respect to $s$ to zero gives $s=4F^2/k$, which exceeds $K$ under the instability condition. With $E_{\rm 1}=F^2/(2k)$, the relaxation energy of one electron in the pair, substitution gives
\begin{equation}
E_{\min}-J=-\frac{2F^2}{k}-\frac{kK^2}{8F^2}
=-4E_{\rm 1}-\frac{K^2}{16E_{\rm 1}} .
\end{equation}
The trigonal singlet is at $-K$ on this scale, so the gain is
\begin{equation}
\Delta=4E_{\rm 1}-K+\frac{K^2}{16E_{\rm 1}}
=\frac{(8E_{\rm 1}-K)^2}{16E_{\rm 1}} .
\end{equation}
It vanishes at the threshold $K=8E_{\rm 1}$. For $K\to0$ it becomes $4E_{\rm 1}$, because two electrons double the force and the energy gained is quadratic in the force.

The distorted singlet falls below the trigonal triplet, at $-3K$, when $4E_{\rm 1}+K^2/(16E_{\rm 1})>3K$. With $x=K/E_{\rm 1}$ this reads $x^2-48x+64>0$, whose roots are $8(3\pm2\sqrt2)$. The larger root lies outside the unstable range $x<8$, so the condition is
\begin{equation}
K<8(3-2\sqrt2)\,E_{\rm 1}\approx1.37\,E_{\rm 1}.
\end{equation}
This is stricter than the condition for instability: for $1.37<x<8$ the singlet distorts but remains above the triplet.

Equation (\ref{root}) is even in $Q$, so at this order opening and closing the angle are equally good. The difference between T and Y comes from the full angular dependence of the ligand interaction. The nonzero eigenvalues of $\sum_i v_iv_i^T$ are those of the $3\times3$ matrix of scalar products
\begin{equation}
v_i\cdot v_j=\tfrac14+\tfrac34\cos2\gamma_{ij}=P_2(\cos\gamma_{ij}),
\end{equation}
where $\gamma_{ij}$ is the angle between ligands $i$ and $j$. The trace is 3 at every geometry. If $\lambda$ is the largest eigenvalue and its orbital is empty, the eight $d$ electrons have energy $2(3-\lambda)e_\sigma$. The part that depends on shape is $-2\lambda e_\sigma$: the best shape puts the empty orbital as high as possible.

On the Y side the empty orbital belongs to the antisymmetric combination of ligands 2 and 3, with
\begin{equation}
\lambda_Y=1-P_2(\cos\beta)=\tfrac32\sin^2\beta ,
\end{equation}
which has its maximum, $\tfrac32$, at $\beta=90^\circ$. On the T side it belongs to the symmetric block formed by ligand 1 and the normalized sum of ligands 2 and 3. At $\beta=180^\circ$, where $P_2(0)=-\tfrac12$ and $P_2(-1)=1$, that block is
\begin{equation}
\begin{pmatrix}1&-1/\sqrt2\\-1/\sqrt2&2\end{pmatrix},
\qquad \lambda_T=\frac{3+\sqrt3}{2}\approx2.37 .
\end{equation}
The model thus places T below Y by $2(\lambda_T-\lambda_Y)e_\sigma=\sqrt3\,e_\sigma$.

The Y shape is also unstable to a sideways motion. At $\beta=90^\circ$ rotate ligand 1 in the plane by a small angle $\eta$, so that its angles to the other two become $135^\circ\pm\eta$. The derivative of $P_2(\cos\gamma)$ is $-\tfrac32\sin2\gamma$, which equals $\tfrac32$ at $135^\circ$. Ligand 1 therefore couples to the antisymmetric combination with strength $c=3\eta/\sqrt2$ in magnitude. The symmetric block at $\eta=0$ is
\begin{equation}
S=\begin{pmatrix}1&\sqrt2/4\\ \sqrt2/4&1/2\end{pmatrix}.
\end{equation}
The determinant of $\tfrac32-S$ is $\tfrac12-\tfrac18=\tfrac38$, so the first diagonal element of its inverse is $1/(3/8)=\tfrac83$. Second-order perturbation theory gives
\begin{equation}
\lambda=\tfrac32+c^2\,\tfrac83=\tfrac32+12\eta^2 .
\end{equation}
The energy $-2\lambda e_\sigma$ rises when $\beta$ leaves $90^\circ$ but falls when ligand 1 rocks: within these two angles Y is a saddle. A rock of $45^\circ$ turns the angles $(135^\circ,135^\circ,90^\circ)$ into $(180^\circ,90^\circ,90^\circ)$, which is a T. Rocking the other way gives the T in which ligand 1 is opposite the other partner.

At T itself a rock changes both scalar products with ligand 1 to $-\tfrac12+\tfrac32\eta^2$, so
\begin{equation}
\lambda=\tfrac32+\sqrt{\tfrac34-3\eta^2}\approx\lambda_T-\sqrt3\,\eta^2 .
\end{equation}
For $\beta=180^\circ+\epsilon$ the second diagonal element becomes $2-\tfrac32\epsilon^2$ and both scalar products with ligand 1 become $-\tfrac12+\tfrac38\epsilon^2$, which gives $\lambda\approx\lambda_T-(\tfrac34+\tfrac{\sqrt3}{2})\epsilon^2$. Reflection symmetry forbids a mixed term. Both motions lower $\lambda$ and raise the energy, so T is a local minimum in these angles.

The molecule itself can now be set beside the two models. The calculation uses restricted Hartree–Fock theory with density fitting, an effective core potential on gold, and rigid bonds: Au–C 2.07 Å, C–H 1.09 Å and tetrahedral Au–C–H angles. The basis is def2-SVP on gold and carbon and 6-31G on hydrogen, 92 functions in all. Each methyl group has one hydrogen above the plane, which keeps the threefold axis and hence the degeneracy. The orbitals of the trigonal triplet supply the pair, and the two electrons are then treated completely within it.

The two orbital energies agree to the digits printed, and $K=0.633$ eV. The singlets lie 1.266 eV (twice) and 2.532 eV above the triplet, which are $2K$ and $4K$ as derived. One result qualifies the name $d^8$: by Mulliken analysis gold $d$ functions make up only about 22% of the pair. At the trigonal geometry the holes are largely on the methyl carbons (about 70% by Mulliken analysis, 63% by Löwdin analysis), and $d^8$ is a formal count. At T the empty orbital is different again: about 14% gold $d$, nearly half gold $s$ and $p$, and 36% carbon. The multiplet levels and the form of the linear bending coupling survive, since they use the symmetry of the pair and not its composition. The angular-overlap energies assume a pure $d$ pair and are only a qualitative guide here.

Bending by $\pm5^\circ$, or $Q=\pm0.0873$, gives $E(aa)-E(bb)=+0.851$ eV on opening and $-0.839$ eV on closing. The model value is $4FQ$, so
\begin{equation}
F=\frac{0.851+0.839}{8\times0.0873}\ \text{eV/rad}\approx2.42\ \text{eV/rad}.
\end{equation}
The triplet, which has no linear force, supplies $k=2.09$ eV/rad$^2$. Then $4F^2=23.4$ and $kK=1.32$, both in eV$^2$/rad$^2$, and the instability condition is met by a factor of about 18 in this basis. How $K$, $F$ and $k$ change with the basis has not been tested. At this step $2FQ=0.423$ eV, and the predicted square root is
\begin{equation}
\sqrt{0.633^2+0.423^2}\ \text{eV}=0.761\ \text{eV}.
\end{equation}
The pair calculation gives 0.747 eV, about 2% less. In the same pair calculation, which keeps the triplet's orbitals, the linear splitting inside $^1E'$ that the model omits is 0.0009 eV at this step, negligible beside the 0.423 eV coupling. The singlet energy falls by 0.109 eV on opening and by 0.104 eV on closing, so both directions are downhill.

These parameters give $E_{\rm 1}=F^2/(2k)\approx1.40$ eV and $K/E_{\rm 1}\approx0.45$, inside the low-spin range. The harmonic formula should not be carried further. It puts the minimum at $Q\approx2.3$ rad, whereas T is reached at $Q=\pi/3\approx1.05$ rad, and its gain of about 5.0 eV is roughly twice the value calculated directly. Small bends establish the instability; the depth needs calculations at the distorted shapes.

Separate closed-shell calculations, with $a$ empty at T and $b$ empty at Y ($\beta=90^\circ$), place Y 0.71 eV above T. The trigonal closed-shell solution with $a$ empty lies 2.54 eV above T and 1.84 eV above Y; the one with $b$ empty is about 0.01 eV lower. The trigonal triplet is 1.33 eV above T, so low spin is favoured after distortion at this level of theory. Rocking ligand 1 by $15^\circ$ from Y lowers the energy by 0.20 eV, as expected for the saddle found in the angular-overlap model, though this single step starts from $\beta=90^\circ$, which is not the Hartree–Fock optimum for Y, and so does not show whether a Y with relaxed angle is a saddle or a shallow minimum. The angular-overlap model has the order right but not the proportions. It makes the gain from trigonal to T $2(2.366-1.125)/[2(1.5-1.125)]\approx3.3$ times that to Y, against $2.54/1.84\approx1.4$ here. The model treats the pair as pure $d$ and omits gold $s$ mixing and ligand repulsion; how much each of these affects the ratio has not been tested.

Enlarging the gold and carbon sets to def2-TZVP, 151 functions in all, changes the Hartree–Fock Y–T difference by $-0.04$ eV, to 0.67 eV. Correlation matters more: second-order perturbation theory (MP2) in the larger basis gives 0.41 eV, or 40 kJ/mol, and its basis shift is below 0.001 eV. That small shift measures sensitivity to the gold and carbon sets alone, not the error of MP2; hydrogen has no polarization functions in either calculation. Adding them to the smaller basis (def2-SVP on hydrogen) raises the MP2 difference by 0.016 eV, or 1.5 kJ/mol, to 0.43 eV, so the second digit is not converged. The energies relative to the trigonal states quoted above have not been corrected for correlation. As a rough size, MP2 in the smaller basis brings the trigonal closed-shell solution from 2.54 to 2.20 eV above T, although a single closed-shell determinant is a poor reference for that state.

Spin–orbit coupling is the other effect to size for a heavy atom. Within the pair the $d$ part has $m=\pm2$. If $w$ is its weight and $\zeta$ the gold $5d$ constant, the two determinants with opposite spins in opposite-$m$ orbitals shift by $\pm2w\zeta$. This couples the $M_S=0$ triplet to $^1A_1'$, which lies $4K$ higher, and lowers the triplet by $2\sqrt{K^2+w^2\zeta^2}-2K$. With $w=0.216$ and a rough $\zeta$ of 0.6 eV the lowering is 0.03 eV, small beside the 1.33 eV separation from T. This estimate leaves out the gold $p$ part of the pair, couplings to orbitals outside the pair, and the corresponding shifts at T and Y.

In practice three-coordinate trimethylgold is of interest as the intermediate left when a donor such as a phosphine departs from a four-coordinate complex. The bond lengths used here are typical rough values. A real molecule relaxes its bonds and methyl orientations, and in solution it may bind solvent in the open site; neither effect has been sized. The C–Au–C angles matter as well: closing $\beta$ at Y from $90^\circ$ to $80^\circ$ lowers the Hartree–Fock energy in the smaller basis by 0.18 eV, about a quarter of the Y–T difference at that level. With MP2 in the same basis the lowering is about 0.24 eV, which leaves Y only 0.18 eV above T, less than half the value at $90^\circ$. The 40 kJ/mol thus belongs to the fixed angles and bonds chosen here and is not a measured or optimized barrier. Nor does it give the rate of ethane loss: T and Y both contain methyl groups at $90^\circ$, and forming a C–C bond requires motion along coordinates held fixed here. The numerical output below lists most of the values used.

\section*{Table of computed values}
\begin{verbatim}
ANGULAR OVERLAP (levels in e_sigma)
trigonal levels: [0.    0.    0.75  1.125 1.125]
top level at T, 180 deg: 2.3660
top level at Y, 90 deg: 1.5000
top-level slope, opening and closing: 1.2991, 1.2990 /rad
T curvatures (beta, rock): -3.232, -3.464 /rad^2
Y curvatures (beta, rock): -3.000, 23.999 /rad^2
PAIR MODEL: low-spin limit K/E1 = 1.3726
AuMe3, HARTREE-FOCK, RIGID BONDS
Au-C 2.07, C-H 1.09 angstrom; Au-C-H 109.47 deg
basis functions, small and large: 92, 151
trigonal a-b orbital energy difference: 0.00000 eV
mean gold d weight of pair (Mulliken): 0.216
exchange integral K: 0.6329 eV
singlets above triplet: [1.2658 1.2658 2.5315] eV
bending step: 5.0 deg = 0.08727 rad
E(aa)-E(bb), opened and closed: 0.8513, -0.8388 eV
coupling F: 2.4209 eV/rad
triplet stiffness k: 2.0889 eV/rad^2
model singlet curvature k-4F^2/K: -34.954 eV/rad^2
square root, pair calculation: 0.7473 eV
square root, formula: 0.7610 eV
1E'-1A1' coupling 2FQ at this step: 0.4225 eV
neglected linear splitting inside 1E': 0.0009 eV
singlet change on opening: -0.1087 eV
singlet change on closing: -0.1042 eV
trigonal 1E' (triplet orbitals) minus T: 2.595 eV
trigonal closed-shell singlet minus T: 2.541 eV
trigonal triplet minus T singlet: 1.329 eV
lowest trigonal singlet minus Y: 1.835 eV
Y minus T, HF small basis: 0.706 eV = 68.1 kJ/mol
Y minus T, HF large basis: 0.669 eV
HF basis shift: -0.037 eV
Y minus T, MP2 small basis: 0.412 eV
Y minus T, MP2 large basis: 0.413 eV = 39.8 kJ/mol
MP2 basis shift: +0.000 eV
correlation shift, large basis: -0.256 eV
Y energy change on 15 deg rock: -0.202 eV
rough spin-orbit constant: 0.6 eV
spin-orbit lowering of trigonal triplet: 0.026 eV
\end{verbatim}
